# Spin-Disorder Resistivity of Cobalt from Its Thermal Magnetization Loss

## Problem

At room temperature the magnetization of cobalt is taken to be 1.7 percent below its zero-temperature value.

(a) Treat the loss as static, random tilting of atomic moments of fixed length. What fraction of the fully disordered, paramagnetic spin resistivity does this disorder produce?

(b) Apply the same estimate to iron at 300 K, with a rough magnetization loss of 2 percent and a rough paramagnetic spin resistivity of 80 μΩ cm.

(c) Thermal tilts of neighbouring moments are correlated. How far could this move the answer to (b)?

## Solution

### The scattering potential

Let the unit vector $\mathbf S_i$ be the direction of the moment on site $i$, and let

$$
m=\frac{M(T)}{M(0)}=1-\delta,\qquad \langle\mathbf S_i\rangle=m\hat{\mathbf z}.
$$

A conduction electron on site $i$ has the exchange energy $J\,\mathbf S_i\cdot\boldsymbol\sigma$, where $\boldsymbol\sigma$ is the vector of Pauli matrices. Write $\mathbf S_i=m\hat{\mathbf z}+\mathbf d_i$, so that $\langle\mathbf d_i\rangle=0$. Then

$$
J\,\mathbf S_i\cdot\boldsymbol\sigma
=Jm\,\sigma_z+J\,\mathbf d_i\cdot\boldsymbol\sigma .
$$

The first term is the same on every site. It shifts the two spin bands but does not scatter Bloch waves. Resistance comes from the second term.

For weak scattering the golden rule applies. With $N$ sites and momentum transfer $\hbar\mathbf q$, the matrix element is $(J/N)\langle\sigma'|A_{\mathbf q}|\sigma\rangle$, where

$$
A_{\mathbf q}=\sum_i e^{-i\mathbf q\cdot\mathbf R_i}\,\mathbf d_i\cdot\boldsymbol\sigma .
$$

Summing over the final spin $\sigma'$, which forms a complete set, gives

$$
\sum_{\sigma'}|\langle\sigma'|A_{\mathbf q}|\sigma\rangle|^2
=\langle\sigma|A_{\mathbf q}^\dagger A_{\mathbf q}|\sigma\rangle .
$$

If different sites are uncorrelated, the terms with $i\ne j$ average to zero. On a single site $(\mathbf d_i\cdot\boldsymbol\sigma)^2=|\mathbf d_i|^2$, so the average is $N\langle|\mathbf d|^2\rangle$ for either incoming spin.

Let both spins have the same density of states $g$ per site, so that $Ng$ final states per unit energy are available for each spin. The rate is

$$
\frac1\tau=\frac{2\pi}{\hbar}\,(Ng)\,\frac{J^2}{N^2}\,N\langle|\mathbf d|^2\rangle
=\frac{2\pi}{\hbar}\,gJ^2\langle|\mathbf d|^2\rangle .
$$

The moments have fixed length, $|\mathbf S_i|=1$, and therefore

$$
\langle|\mathbf d|^2\rangle
=\langle|\mathbf S|^2\rangle-2m\hat{\mathbf z}\cdot\langle\mathbf S\rangle+m^2
=1-2m^2+m^2=1-m^2 .
$$

### From rate to resistivity

An electron deflected through an angle $\theta$ loses the fraction $1-\cos\theta$ of its forward momentum. Here the scattering strength does not depend on $\mathbf q$, so all directions on a spherical Fermi surface are equally likely. The average of $\cos\theta$ is zero, and the transport rate equals the total rate.

In the Drude formula $\rho=m_*/(n_ee^2\tau)$, hold the effective mass $m_*$, the electron density $n_e$, $g$ and $J$ fixed between the ferromagnetic and paramagnetic states. They cancel in the ratio. The paramagnet has $m=0$, so

$$
\boxed{\frac{\rho_{\rm sd}(T)}{\rho_{\rm para}}=1-m^2=2\delta-\delta^2}
$$

Here $\rho_{\rm sd}$ is the spin-disorder resistivity and $\rho_{\rm para}$ its fully disordered value. Resistivity from phonons, impurities, surfaces and grain boundaries is in neither.

### (a) Cobalt

With $\delta=0.017$ and $m=0.983$,

$$
\frac{\rho_{\rm sd}}{\rho_{\rm para}}
=1-0.966289=0.0337 .
$$

The leading term $2\delta$ gives 3.40 percent and the full expression 3.37 percent. The estimate is thus **about 3.4 percent of the paramagnetic spin resistivity**.

The factor of two is geometrical. A small tilt $\theta$ lowers the magnetization by $1-\cos\theta\approx\theta^2/2$, while the squared transverse deviation is $\sin^2\theta\approx\theta^2$. If all moments had the same tilt, it would be $\arccos0.983=10.6^\circ$.

Thermal tilts are spread over many angles. For classical moments in a mean field, $c=\cos\theta$ has the weight $e^{hc}$, where $h$ is the ratio of field energy to thermal energy. The mean of $c$ is $m=\coth h-1/h$, which gives $h=58.82$ here. This $h$ is fitted to the given $m$; it does not follow from cobalt's Curie temperature, with which the classical model would give a much larger loss at room temperature. Integration by parts, with a boundary term that vanishes at $c=\pm1$, gives

$$
\int_{-1}^{1}(1-c^2)e^{hc}\,dc
=\frac2h\int_{-1}^{1}c\,e^{hc}\,dc .
$$

Dividing by $\int_{-1}^{1}e^{hc}dc$ gives the transverse part,

$$
\langle1-c^2\rangle=\frac{2m}{h}
=\frac{2(0.983)}{58.82}=0.0334 .
$$

The longitudinal part, $\langle c^2\rangle-m^2$, is the small remainder of 0.029 percent. In this model nearly all the scattering comes from sideways components of the moments.

### (b) Iron

For $\delta=0.020$ the fraction is $2(0.020)-(0.020)^2=0.0396$, and

$$
\rho_{\rm sd}=0.0396\times80\ \mu\Omega\,\text{cm}
=3.17\ \mu\Omega\,\text{cm}.
$$

Against a rough total resistivity of 10 μΩ cm at room temperature, this would be 32 percent. A small fraction of the paramagnetic value can be a large share of the total, because $\rho_{\rm para}$ is itself much larger than that total.

| Case | Magnetization loss | $\rho_{\rm sd}/\rho_{\rm para}$ |
|---|---:|---:|
| Perfect order | 0 % | 0 % |
| Cobalt, given loss | 1.7 % | 3.37 % |
| Iron, rough loss | 2.0 % | 3.96 % |
| Full disorder | 100 % | 100 % |

The slope of the fraction with respect to $\delta$ is $2(1-\delta)$. It falls from two near perfect order to zero at full disorder, so doubling the loss is a good rule for small losses but fails near the Curie temperature.

### (c) Correlated tilts

The identity $\langle|\mathbf d|^2\rangle=1-m^2$ survives correlations, but the equal scattering at every $\mathbf q$ does not. A chain of moments on a cone shows how the momentum weight enters. Let $m=0.983$ and let the transverse component turn by $Q=11.25^\circ$ per site. The mean-square deviation is still $1-m^2$, but all of it has the wave number of the cone. With $1-\cos Q$ as the momentum weight on the chain, the weighted rate is 0.0192 of the plain rate. A perfect cone is periodic and by itself gives no steady resistance. The number only shows how little momentum a long-wavelength component of real disorder can transfer.

**Spin-wave energies.** In iron the thermal tilts are described here by spin waves with nearest-neighbour coupling. The precession of a moment is driven by the difference between its transverse deviation $u_i$ and those of its eight neighbours, so $\hbar\omega\,u_i=K\sum_j(u_i-u_j)$ with a coupling constant $K$. For a plane wave on the bcc lattice this gives

$$
\hbar\omega=8K(1-\gamma),\qquad
\gamma=\cos\frac{q_xa}{2}\cos\frac{q_ya}{2}\cos\frac{q_za}{2}.
$$

At small $q$, $1-\gamma\approx q^2a^2/8$. Matching to $\hbar\omega=Dq^2$ fixes $8K=8D/a^2$. The model is given the inputs $D=2.8$ meV nm² and $a=0.287$ nm.

Each spin wave lowers the total spin by one unit. With thermal occupation $n=1/(e^x-1)$ and $x=\hbar\omega/k_BT$, the loss is $\delta=\bar n/S$, where $\bar n$ is the average over the Brillouin zone. A moment of 2.2 Bohr magnetons and a $g$-factor of two give an effective $S=1.1$. Numerical averaging gives $\bar n=0.0208$, hence $\delta=0.0208/1.1=0.0189$, close to the assumed 2 percent.

**Momentum weight.** On a Fermi sphere of radius $k_F$, $q=2k_F\sin(\theta/2)$. Therefore $1-\cos\theta=q^2/2k_F^2$ and $\sin\theta\,d\theta=q\,dq/k_F^2$, so that

$$
\frac12\int_0^\pi(1-\cos\theta)\,n\,\sin\theta\,d\theta
=\int_0^{2k_F}\frac{q^3}{4k_F^4}\,n\,dq ,
$$

with $n$ also averaged over the directions of $\mathbf q$. A constant $n$ would return itself. The ratio of this average to $\bar n$ is the correlation factor for elastic scattering.

**Energy exchange.** An electron absorbing a spin wave must find an empty state higher by $\hbar\omega$. Let $f(y)=1/(e^y+1)$, with $y$ the electron energy from the Fermi level in units of $k_BT$. Since $f(y+x)[1-f(y)]=e^{-x}f(y)[1-f(y+x)]$, subtraction gives

$$
f(y)-f(y+x)=(1-e^{-x})\,f(y)[1-f(y+x)] .
$$

The left side integrates to $x$, hence

$$
\int f(y)[1-f(y+x)]\,dy=\frac{x}{1-e^{-x}}=x(n+1).
$$

For elastic scattering, $x\to0$, the integral is one. Absorption therefore replaces $n$ by $xn(n+1)$. Emission has the factor $n+1$ and the integral $x/(e^x-1)=xn$, which gives the same product.

These equilibrium transition numbers determine the drag. If the electrons drift with velocity $\mathbf u$ while the spin waves stay in equilibrium, forward and reverse transitions differ by the relative amount $-\hbar\mathbf q\cdot\mathbf u/k_BT$ to first order. Each transfers $\hbar\mathbf q$, so the drag carries the weight $q^2$ already used. A rigid drift is a trial form of the electron distribution. If spin waves were the only scatterers, it would give an upper bound, and an energy-dependent distribution would lower the two results below by about 4 and 14 percent.

**Quantum spin length.** For few spin waves the strength for absorbing one is $\langle S^-S^+\rangle=2Sn$, where $S^\pm=S_x\pm iS_y$. Emission has the strength $2S(n+1)$ and, with the energy factors above, gives the same rate for the other incoming spin. The paramagnetic reference is $\langle\mathbf S^2\rangle=S(S+1)$, with $\mathbf S$ now the full spin operator. Using $\bar n=S\delta$, the spin-flip ratio for a constant occupation $\bar n$, before the energy factor is applied, becomes

$$
\frac{2S\bar n}{S(S+1)}=2\delta\,\frac{S}{S+1},
$$

so the classical result acquires the factor $1.1/2.1=0.524$. This counts one-spin-wave processes only. Fluctuations of $S_z$ also scatter. For independent quantum spins their strength is about $\bar n$, a fraction $1/2S$ of the spin-flip strength. In the spin-wave model they require one spin wave to be absorbed and another emitted, and they would add about 5 percent to the numbers below.

**Numbers.** Take two model Fermi spheres, holding 0.5 and 1 electron per atom. Their radii are 10.78 and 13.58 nm⁻¹. The elastic correlation factors are 0.074 and 0.104; with energy exchange they become 0.171 and 0.334. Thus

$$
3.17\times0.171\times0.524=0.28\ \mu\Omega\,\text{cm},
$$

$$
3.17\times0.334\times0.524=0.55\ \mu\Omega\,\text{cm}.
$$

For these two spheres the spin part falls from about 3 μΩ cm to about 0.3 and 0.6 μΩ cm. The larger sphere has the larger factor because its largest transfers reach low-energy spin waves near reciprocal-lattice vectors (umklapp scattering). Transfers up to $2k_F=21.6$ nm⁻¹ of the smaller sphere are open to both. In the momentum-weight integral their contributions differ only through the prefactor $1/k_F^4$, so they supply $(10.78/13.58)^4\times0.171=0.068$ of the larger sphere's 0.334. The other 0.266 comes from transfers between 21.6 and 27.2 nm⁻¹. These approach the shortest reciprocal-lattice vectors, of length $2\sqrt2\,\pi/a=31.0$ nm⁻¹, where the spin-wave energy returns to zero.

The factor is therefore very sensitive to the radius, and the two values do not bracket the model. For 0.25, 0.75, 1.25, 1.5 and 2 electrons per atom the factor with energy exchange is about 0.41, 0.15, 0.84, 2.1 and 2.6, and the spin part about 0.7, 0.25, 1.4, 3.6 and 4.3 μΩ cm. Near 1.5 electrons per atom $2k_F$ reaches the shortest reciprocal-lattice vector, and the strongly occupied long-wavelength spin waves then scatter electrons backwards. Spin waves above 100 meV supply about 28 and 40 percent of the results for 0.5 and 1 electron per atom. Their energies are extrapolated from $D$, and in real iron such modes are damped by decay into electron-hole pairs.

## What the estimate means for a real metal

The iron inputs are rough typical values, and the two spheres are not iron's real Fermi surface. Real iron has exchange-split bands and scattering between s-like and d-like states. Splitting forbids spin-flip transfers smaller than the difference between the two Fermi radii in a two-sphere model; s–d scattering changes the momentum weight. Neither effect is included in the numbers above. For cobalt, 3.4 percent is therefore an estimate for static, uncorrelated disorder under the stated assumptions. In the iron models with 0.5 and 1 electron per atom, correlations and the quantum spin length lower the corresponding result, energy exchange raises it, and the net change is a reduction by factors of about 11 and 6. With 1.5 or 2 electrons per atom the net change is an increase. Correlations can thus move the answer to (b) by an order of magnitude, but the size and even the sign of the change depend on the Fermi surface.

The fixed moment length matters too. If every moment shrank equally without tilting, $M$ would fall but all sites would remain identical, and there would be no spin-disorder scattering. A magnetization loss alone does not determine a resistivity; the way in which the moments lose their alignment must also be known. The 3.4 percent is a fraction of the paramagnetic spin resistivity, so it cannot be read as a share of the resistance of a cobalt interconnect. That resistance also contains phonon, impurity, surface and grain-boundary scattering.

The computed values are collected in the numerical output below.

## Numbers as computed

```
COBALT: supplied loss, uncorrelated static model
Magnetization loss: 1.7 percent
Reduced magnetization m: 0.983
m squared: 0.966289
Leading estimate 2*delta: 3.40 percent
Spin-disorder fraction 1-m^2: 3.37 percent
Sampled golden-rule fraction: 3.37 percent
Mean-field ratio h: 58.82
Transverse part: 3.342 percent
Longitudinal part: 0.029 percent
Equivalent single tilt: 10.6 degrees
CONE: same m as cobalt, long wavelength
Turn per site: 11.25 degrees
Transport/plain rate: 0.0192
IRON: rough inputs
Temperature: 300 K
Thermal energy: 25.85 meV
Magnetization loss: 2.0 percent
Paramagnetic spin part: 80 micro-ohm cm
Total resistivity: 10 micro-ohm cm
Atomic moment: 2.2 Bohr magnetons
Lattice constant: 0.287 nm
Spin-wave stiffness: 2.8 meV nm^2
IRON: uncorrelated static result
Spin-disorder fraction: 3.96 percent
Spin-disorder resistivity: 3.17 micro-ohm cm
Share of total: 32 percent
IRON: size of neglected effects
Zone-average occupation n: 0.0208
Computed spin-wave loss: 1.89 percent
Quantum spin factor S/(S+1): 0.524
Model with 0.5 electron per atom:
  Fermi radius: 10.78 nm^-1
  Correlation factor, elastic: 0.074
  Factor with energy exchange: 0.171
  Corrected spin part: 0.28 micro-ohm cm
Model with 1.0 electron per atom:
  Fermi radius: 13.58 nm^-1
  Correlation factor, elastic: 0.104
  Factor with energy exchange: 0.334
  Corrected spin part: 0.55 micro-ohm cm
```
